# Projected-range spread of ions with identical path lengths: test program

```python
"""Depth spread of implanted ions that all have the same path length.

Result under test: for a common path R and common energy history,
  <X>   = int exp(-K1) ds,
  <X^2> = 2 int_{s<s'} (1+2 exp(-K2(s)))/3 * exp(K1(s)-K1(s')) ds ds',
so Var X > 0 from angular scattering alone.
X: depth; s: distance along the path; K1, K2: integrals over s of the
Legendre scattering rates kappa_l = N int (1-P_l(cos psi)) dsigma;
psi: laboratory deflection; N: atomic density of the target.
Lengths are in nm and energies in eV. Target: amorphous silicon.
"""
import math
from types import SimpleNamespace
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.linalg import expm

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9   # nm
BOHR_SPEED = const.fine_structure * const.c               # m/s
DENSITY = 50.0                                            # atoms/nm^3
Z_SI, M_SI = 14, 28.086
START = 1.0e5                                             # eV
CUT = 500.0                                               # eV
COUNT = 6000


def scatter_function(x):
    """Thomas-Fermi scattering function, Winterbon-Sigmund-Sanders fit."""
    lam = 1.309
    return lam * x**(1/3) * (1 + (2*lam*x**(4/3))**(2/3))**(-1.5)


def lab_cosine(w2, rho):
    """w2 = sin^2(half centre-of-mass angle), rho = ion/target mass."""
    c = 1 - 2*w2
    return (c + rho) / np.sqrt(1 + 2*rho*c + rho**2)


def build_ion(z, mass, x_min, cut=CUT, electronic_scale=1.0):
    zsum = z**(2/3) + Z_SI**(2/3)
    screen = 0.88534 * BOHR / np.sqrt(zsum)
    eps_per_ev = screen*M_SI / ((mass + M_SI)*z*Z_SI*COULOMB)
    rho = mass / M_SI
    gamma = 4*mass*M_SI / (mass + M_SI)**2
    speed = np.sqrt(2*const.e/(mass*const.atomic_mass)) / BOHR_SPEED
    k_el = (electronic_scale * z**(1/6) * 8*np.pi*COULOMB*BOHR*DENSITY
            * z*Z_SI / zsum**1.5 * speed)      # loss per nm = k_el sqrt(E)
    energy = np.geomspace(START, cut, 700)
    eps = (eps_per_ev*energy)[:, None]
    t = np.linspace(0, 1, 600)
    x = x_min*(eps/x_min)**t
    area = DENSITY*np.pi*screen**2
    weight = area*scatter_function(x)/x*np.log(eps/x_min)
    w2 = np.minimum((x/eps)**2, 1.0)
    c = lab_cosine(w2, rho)
    k1 = trapezoid(weight*(1 - c), t, axis=1)
    k2 = trapezoid(weight*1.5*(1 - c*c), t, axis=1)
    s_nuc = trapezoid(weight*gamma*energy[:, None]*w2, t, axis=1)
    s_el = k_el*np.sqrt(energy)
    s = cumulative_trapezoid(1/(s_nuc + s_el), -energy, initial=0)
    lnx = np.linspace(np.log(x_min), np.log(1.5*eps[0, 0]), 5000)
    g = cumulative_trapezoid(scatter_function(np.exp(lnx))/np.exp(lnx),
                             lnx, initial=0)
    return SimpleNamespace(
        z=z, mass=mass, screen=screen, eps_per_ev=eps_per_ev, rho=rho,
        gamma=gamma, speed=speed, k_el=k_el, energy=energy, k1=k1, k2=k2,
        s_nuc=s_nuc, s_el=s_el, s=s, lnx=lnx, cdf=g/g[-1],
        free_path=1/(area*g[-1]))


def depth_moments(s, k1, k2):
    """Mean and standard deviation of depth for identical path lengths."""
    big1 = cumulative_trapezoid(k1, s, initial=0)
    big2 = cumulative_trapezoid(k2, s, initial=0)
    decay = np.exp(-big1)
    tail = cumulative_trapezoid(decay[::-1], -s[::-1], initial=0)[::-1]
    mean = trapezoid(decay, s)
    second = 2*trapezoid((1 + 2*np.exp(-big2))/3*np.exp(big1)*tail, s)
    return mean, np.sqrt(second - mean**2), big1[-1]


def simulate(ion, same_path, seed, electronic_noise=False):
    """Collision-by-collision flight; returns depth, path, crossed flag.

    same_path=True: every ion follows the mean energy history.
    same_path=False: each ion loses the energy of its own collisions.
    """
    rng = np.random.default_rng(seed)
    z, path = np.zeros(COUNT), np.zeros(COUNT)
    mu, energy = np.ones(COUNT), np.full(COUNT, START)
    crossed = np.zeros(COUNT, bool)
    finished = []
    while z.size:
        step = rng.exponential(ion.free_path, z.size)
        if same_path:
            left = ion.s[-1] - path
        else:
            left = 2*(np.sqrt(energy) - np.sqrt(CUT))/ion.k_el
        stop = step >= left
        flight = np.minimum(step, left)
        path = path + flight
        z = z + mu*flight
        crossed = crossed | (z < 0)
        if same_path:
            energy = np.interp(path, ion.s, ion.energy)
        else:
            old = energy
            energy = (np.sqrt(old) - ion.k_el*flight/2)**2
            if electronic_noise:
                # Bohr variance with the Lindhard-Scharff reduction
                chi = ion.speed**2*old/Z_SI
                rate = (4*np.pi*ion.z**2*Z_SI*COULOMB**2*DENSITY
                        * (0.68*np.sqrt(chi) - 0.008*chi**1.5))
                energy = energy + (np.sqrt(rate*flight)
                                   * rng.standard_normal(z.size))
                stop = stop | (energy <= CUT)
        x = np.exp(np.interp(rng.random(z.size), ion.cdf, ion.lnx))
        w2 = (x/(ion.eps_per_ev*energy))**2
        w2 = np.where(w2 <= 1, w2, 0.0)     # x above its limit: no collision
        c = lab_cosine(w2, ion.rho)
        if not same_path:
            energy = energy*(1 - ion.gamma*w2)
            stop = stop | (energy <= CUT)
        side = np.sqrt(np.maximum((1 - mu*mu)*(1 - c*c), 0))
        mu = mu*c + side*np.cos(2*np.pi*rng.random(z.size))
        mu = np.clip(mu, -1, 1)
        if stop.any():
            finished.append(np.array([z[stop], path[stop], crossed[stop]]))
            go = ~stop
            z, path, mu = z[go], path[go], mu[go]
            energy, crossed = energy[go], crossed[go]
    depth, length, out = np.concatenate(finished, axis=1)
    return depth, length, out > 0.5


def spread_error(values):
    d = values - values.mean()
    kurt = np.mean(d**4)/np.mean(d**2)**2
    return values.std()*np.sqrt((kurt - 1)/(4*values.size))


def constant_rate_moments(r, k1, k2, e1, e2):
    """e1, e2 stand for exp(-k1 r) and exp(-k2 r)."""
    mean = (1 - e1)/k1
    second = 2/(3*k1)*(r - (1 - e1)/k1 + 2*(1 - e2)/k2
                       - 2*(e1 - e2)/(k2 - k1))
    return mean, second - mean**2


def generator_variance(law, k1r):
    """Depth variance for R=1 from a discretized direction generator."""
    n = 120
    h = 2/n
    mu = -1 + h*(np.arange(n) + 0.5)
    if law == "diffusion":
        edge = -1 + h*np.arange(n + 1)
        flux = (1 - edge**2)/h**2
        gen = (np.diag(flux[1:-1], 1) + np.diag(flux[1:-1], -1)
               - np.diag(flux[:-1] + flux[1:]))*k1r/2
    else:
        gen = k1r*(np.ones((n, n))/n - np.eye(n))
    m, o = np.diag(mu), np.zeros((n, n))
    block = np.block([[gen, m, o], [o, gen, m], [o, o, gen]])
    out = expm(block) @ np.concatenate([np.zeros(2*n), np.ones(n)])

    def forward(u):                        # quadratic extrapolation to mu=1
        return (15*u[-1] - 10*u[-2] + 3*u[-3])/8
    return 2*forward(out[:n]) - forward(out[n:2*n])**2


# Constant rates: closed form against generator and numerical integrals
constant_results = []
for law, ratio in (("diffusion", 3.0), ("isotropic", 1.000001)):
    for k1r in (0.1, 1.0):
        k2r = ratio*k1r
        mean, var = constant_rate_moments(
            1.0, k1r, k2r, np.exp(-k1r), np.exp(-k2r))
        if k1r == 1.0:
            assert abs(generator_variance(law, k1r)/var - 1) < 5e-3
        line = np.linspace(0, 1, 4001)
        m_num, s_num, _ = depth_moments(line, k1r + 0*line, k2r + 0*line)
        assert abs(m_num - mean) < 1e-6
        assert abs(s_num**2/var - 1) < 2e-3
        weak = k1r**2/6 if law == "diffusion" else 4*k1r/9
        constant_results.append((law, k1r, mean, np.sqrt(var),
                                 np.sqrt(weak)))

# Weak-scattering limits by symbolic expansion
r, a, b, u = sp.symbols("r a b u", positive=True)
taylor = [sum((-k*r)**n/sp.Integer(math.factorial(n)) for n in range(8))
          for k in (a, b)]
_, var_series = constant_rate_moments(r, a, b, *taylor)
var_series = sp.expand(sp.cancel(sp.together(var_series)))
assert all(sp.simplify(var_series.coeff(r, n)) == 0 for n in range(3))
assert sp.simplify(var_series.coeff(r, 3) - (2*a - 2*b/3)/3) == 0
assert sp.simplify(var_series.coeff(r, 3).subs(b, 3*a)) == 0
assert sp.simplify(var_series.coeff(r, 4).subs(b, 3*a) - a**2/6) == 0
assert sp.expand(2*(1 - u) - sp.Rational(2, 3)*(1 - sp.legendre(2, u))
                 - (1 - u)**2) == 0

print("Constant rates, R = 1: law, kappa1*R, mean, spread, weak-limit")
for law, k1r, mean, sd, weak in constant_results:
    print(f"  {law:9s} {k1r:.1f}  {mean:.4f}  {sd:.4f}  {weak:.4f}")
print(f"Start energy {START/1e3:.0f} keV, cutoff {CUT:.0f} eV")
print(f"Silicon density {DENSITY*1e21:.1e} atoms/cm3, ions {COUNT}")

for name, z, mass, x_min, seed in (("Boron", 5, 11.009, 0.01, 11),
                                   ("Arsenic", 33, 74.922, 0.001, 22)):
    ion = build_ion(z, mass, x_min)

    # Momentum conservation for deflection and energy transfer
    w2 = np.linspace(0.01, 0.99, 50)
    lost = ion.gamma*w2
    recoil = (1 + (1 - lost)
              - 2*np.sqrt(1 - lost)*lab_cosine(w2, ion.rho))
    assert np.allclose(recoil, lost/ion.rho, atol=1e-12)

    # Point-charge limit of the differential cross-section
    high, half_sine = 1e13, 0.5
    x = ion.eps_per_ev*high*half_sine
    model = (ion.screen**2*scatter_function(x)*ion.eps_per_ev*high
             / (8*x**2*half_sine))
    centre_energy = high*M_SI/(mass + M_SI)
    rutherford = (z*Z_SI*COULOMB/(4*centre_energy))**2/half_sine**4
    assert abs(model/rutherford - 1) < 1e-3

    mean, sd, big1 = depth_moments(ion.s, ion.k1, ion.k2)
    depth_a, path_a, _ = simulate(ion, True, seed)
    err_a = spread_error(depth_a)
    assert np.ptp(path_a) < 1e-8*ion.s[-1]
    assert (abs(depth_a.mean() - mean)
            < 4*depth_a.std()/np.sqrt(COUNT) + 0.002*mean)
    assert abs(depth_a.std() - sd) < 4*err_a + 0.002*sd

    depth, path, out = simulate(ion, False, seed + 1)
    order = np.argsort(path)
    var_depth = depth[order].reshape(-1, 50).var(axis=1, ddof=1).mean()
    var_path = path[order].reshape(-1, 50).var(axis=1, ddof=1).mean()
    if name == "Boron":
        # depth still varies far more than path inside equal-path groups
        assert var_depth > 5*var_path
    noisy, noisy_path, _ = simulate(ion, False, seed + 2, True)
    strong = build_ion(z, mass, x_min, electronic_scale=1.3)
    mean_s, sd_s, _ = depth_moments(strong.s, strong.k1, strong.k2)
    fine = build_ion(z, mass, 1e-5, cut=5.0)
    mean_f, sd_f, _ = depth_moments(fine.s, fine.k1, fine.k2)

    print(f"{name}: screening length {ion.screen:.5f} nm, "
          f"reduced energy {ion.eps_per_ev*START:.3f}")
    print(f"  stopping at start: electronic {ion.s_el[0]:.1f}, "
          f"nuclear {ion.s_nuc[0]:.1f} eV/nm")
    print(f"  rates at start: kappa1 {ion.k1[0]:.3e}, "
          f"kappa2 {ion.k2[0]:.3e} 1/nm")
    print(f"  common path {ion.s[-1]:.1f} nm, K1 at end {big1:.3f}")
    print(f"  identical paths, formula: mean {mean:.1f}, "
          f"spread {sd:.1f} nm")
    print(f"  identical paths, simulated: mean {depth_a.mean():.1f}, "
          f"spread {depth_a.std():.1f} +- {err_a:.1f} nm")
    print(f"  full run path: mean {path.mean():.1f}, "
          f"spread {path.std():.1f} +- {spread_error(path):.1f} nm")
    print(f"  full run depth: mean {depth.mean():.1f}, "
          f"spread {depth.std():.1f} +- {spread_error(depth):.1f} nm")
    print(f"  quadrature sum of separate spreads "
          f"{np.hypot(sd, path.std()):.1f} nm")
    print(f"  depth-path correlation {np.corrcoef(depth, path)[0, 1]:.3f}")
    print(f"  equal-path groups: depth spread {np.sqrt(var_depth):.1f}, "
          f"path spread {np.sqrt(var_path):.1f} nm")
    print(f"  share of depth variance within groups "
          f"{100*var_depth/depth.var():.1f} %")
    print(f"  with electronic noise: path spread {noisy_path.std():.1f}, "
          f"depth spread {noisy.std():.1f} nm")
    print(f"  electronic stopping x1.3, identical paths: path "
          f"{strong.s[-1]:.1f}, mean {mean_s:.1f}, spread {sd_s:.1f} nm")
    print(f"  cutoffs lowered, identical paths: path {fine.s[-1]:.1f}, "
          f"mean {mean_f:.1f}, spread {sd_f:.1f} nm")
    print(f"  crossed surface {100*out.mean():.2f} %, depth spread "
          f"of the others {depth[~out].std():.1f} nm")

print("checks complete")
```

It prints:

```
Constant rates, R = 1: law, kappa1*R, mean, spread, weak-limit
  diffusion 0.1  0.9516  0.0385  0.0408
  diffusion 1.0  0.6321  0.2365  0.4082
  isotropic 0.1  0.9516  0.2019  0.2108
  isotropic 1.0  0.6321  0.4450  0.6667
Start energy 100 keV, cutoff 500 eV
Silicon density 5.0e+22 atoms/cm3, ions 6000
Boron: screening length 0.01585 nm, reduced energy 11.299
  stopping at start: electronic 205.5, nuclear 31.9 eV/nm
  rates at start: kappa1 4.427e-04, kappa2 1.139e-03 1/nm
  common path 522.5 nm, K1 at end 4.692
  identical paths, formula: mean 368.8, spread 94.1 nm
  identical paths, simulated: mean 368.4, spread 94.1 +- 1.6 nm
  full run path: mean 520.3, spread 71.7 +- 0.9 nm
  full run depth: mean 389.8, spread 102.7 +- 1.2 nm
  quadrature sum of separate spreads 118.3 nm
  depth-path correlation 0.755
  equal-path groups: depth spread 67.4, path spread 4.7 nm
  share of depth variance within groups 43.1 %
  with electronic noise: path spread 73.5, depth spread 102.7 nm
  electronic stopping x1.3, identical paths: path 436.6, mean 316.9, spread 75.4 nm
  cutoffs lowered, identical paths: path 527.6, mean 368.4, spread 94.0 nm
  crossed surface 0.33 %, depth spread of the others 99.8 nm
Arsenic: screening length 0.01168 nm, reduced energy 0.479
  stopping at start: electronic 284.6, nuclear 1433.9 eV/nm
  rates at start: kappa1 2.321e-03, kappa2 6.853e-03 1/nm
  common path 66.6 nm, K1 at end 0.751
  identical paths, formula: mean 56.9, spread 6.6 nm
  identical paths, simulated: mean 57.0, spread 6.6 +- 0.1 nm
  full run path: mean 64.8, spread 22.3 +- 0.2 nm
  full run depth: mean 57.2, spread 20.9 +- 0.2 nm
  quadrature sum of separate spreads 23.3 nm
  depth-path correlation 0.968
  equal-path groups: depth spread 5.3, path spread 0.7 nm
  share of depth variance within groups 6.5 %
  with electronic noise: path spread 22.4, depth spread 20.9 nm
  electronic stopping x1.3, identical paths: path 64.4, mean 55.3, spread 6.3 nm
  cutoffs lowered, identical paths: path 67.5, mean 57.2, spread 6.8 nm
  crossed surface 0.00 %, depth spread of the others 20.9 nm
checks complete
```
